Biquadratic threshold between tetracritical and bicritical points in strained ferroelectric films

**1. What symmetry and scaling fix**

A cubic ferroelectric is grown as a film on a (001) substrate that imposes the same misfit strain u along both in-plane axes. The film energy is unchanged when any component of the polarization P changes sign, so it contains even powers only. Let the in-plane polarization lie along a face diagonal, P1 = P2, and define

x = P1² + P2², y = P3².

To fourth order in P, the energy density measured from the unpolarized state is

f = A x + C y + B x² + D y² + G x y, (1)

with self-terms B > 0 and D > 0. The phases are c (y alone nonzero), aa (x alone nonzero), r (both nonzero) and para (both zero).

The point A = C = 0 is where the in-plane and out-of-plane instabilities coincide. Which phases meet there cannot depend on the units chosen for x and y. Under x → λx and y → μy the quartic coefficients change as B → λ²B, D → μ²D, G → λμG. The one independent combination of B, D and G that survives, also under a change of energy unit, is G/√(BD). Any threshold must therefore read G = (number) × √(BD). The number turns out to be 2, so the convenient parameter is

g = G / [2√(BD)]. (2)

**2. Assumptions and theorem**

(i) The film is a single domain, uniform through its thickness, and treated in mean field.
(ii) In-plane strains are S1 = S2 = u and S6 = 0; the top face is free, so σ3 = σ4 = σ5 = 0.
(iii) The energy is cut off at fourth order in P, with B, D > 0.
(iv) The in-plane anisotropy favours the face diagonal; Lemma 1 gives the condition.
(v) g > −1, which Lemma 2 shows to be needed for a bounded energy.

**Theorem.** If −1 < g < 1, four continuous transition lines meet at A = C = 0, and an r phase lies between c and aa: the point is tetracritical. If g > 1, r is nowhere stable, and the two continuous lines that bound the para phase meet a first-order c–aa line: the point is bicritical. The threshold is

G = 2√(BD). (3)

**3. Where the coefficients come from**

**Lemma 1.** Write s₊ = s11 + s12, s₋ = s11 − s12, Q₊ = Q11 + Q12 and Q₋ = Q11 − Q12. Under (i)–(iii) the film has energy (1) with

A = a1 − uQ₊/s₊, C = a1 − 2uQ12/s₊,
B = a11/2 + a12/4 + Q₊²/(4s₊) + Q44²/(8s44),
D = a11 + Q12²/s₊,
G = a12 + Q12Q₊/s₊, (4)

and the diagonal direction is favoured if

a12 < 2a11 + Q₋²/s₋ − Q44²/(2s44). (5)

*Proof.* Let L be the stress-free Landau energy,

L = a1(P1²+P2²+P3²) + a11(P1⁴+P2⁴+P3⁴) + a12(P1²P2²+P2²P3²+P1²P3²).

The Gibbs energy at given in-plane stress is

Φ = L − ½s11(σ1²+σ2²) − s12σ1σ2 − ½s44σ6² − σ1e1 − σ2e2 − σ6e6,

with spontaneous strains

e1 = Q11P1² + Q12(P2²+P3²), e2 = Q11P2² + Q12(P1²+P3²), e6 = Q44P1P2.

Strain is S_i = −∂Φ/∂σ_i, so the elastic part d_i = S_i − e_i obeys d1 = s11σ1 + s12σ2, d2 = s12σ1 + s11σ2, d6 = s44σ6. The substrate fixes strain, not stress, so the energy to minimize is F = Φ + σ1S1 + σ2S2 + σ6S6. The terms linear in stress combine to Σσ_i d_i, which is twice the quadratic stress term subtracted in Φ. What remains is L plus a positive elastic energy:

F = L + ½s11(σ1²+σ2²) + s12σ1σ2 + ½s44σ6².

Put σ± = σ1 ± σ2 and d± = d1 ± d2. Adding and subtracting the stress–strain relations gives d± = s±σ±. Since σ1²+σ2² = (σ₊²+σ₋²)/2 and σ1σ2 = (σ₊²−σ₋²)/4,

F = L + d₊²/(4s₊) + d₋²/(4s₋) + d6²/(2s44),

where

d₊ = 2u − Q₊x − 2Q12y, d₋ = −Q₋(P1²−P2²), d6 = −Q44P1P2.

The first elastic term expands to

d₊²/(4s₊) = [u² − u(Q₊x + 2Q12y) + Q₊²x²/4 + Q12²y² + Q12Q₊xy]/s₊.

The part u²/s₊ does not depend on P and is dropped. The terms linear in u give A and C; the y² and xy terms, added to those of L, give D and G.

For the x² term let φ be the in-plane angle of P and w = sin²2φ. Then P1²P2² = x²w/4, P1⁴+P2⁴ = x²(1−w/2) and (P1²−P2²)² = x²(1−w). The coefficient of x² is

a11(1−w/2) + a12w/4 + Q₊²/(4s₊) + Q₋²(1−w)/(4s₋) + Q44²w/(8s44).

It is linear in w, with slope ¼[a12 − 2a11 − Q₋²/s₋ + Q44²/(2s44)]. The diagonal, w = 1, has the lowest energy when this slope is negative, which is (5). Setting w = 1 gives B. No term couples w to y, so the preferred direction is the same with and without P3. ∎

*Remark.* If the in-plane quartic energy is written a11*(P1⁴+P2⁴) + a12*P1²P2², then w = 1 gives B = (2a11*+a12*)/4. With D = a33* and G = a13*, the threshold (3) becomes

a13* = √[a33*(2a11*+a12*)].

These are coefficients of the clamped film. If (5) is reversed, the in-plane phase is a, with P along a cube edge. The theorem then holds with B taken at w = 0, and the mixed phase has P1 and P3 nonzero with P2 = 0.

**4. Reduction to one parameter, and boundedness**

Set X = √B x, Y = √D y, A′ = A/√B and C′ = C/√D. Then Gxy = GXY/√(BD) = 2gXY, and (1) becomes

f = A′X + C′Y + X² + Y² + 2gXY, X ≥ 0, Y ≥ 0. (6)

**Lemma 2.** The energy (6) is bounded below for all A′ and C′ if and only if g > −1.

*Proof.* Write the quadratic part of (6) as (X−Y)² + 2(1+g)XY. For g > −1 both pieces are non-negative on the quadrant, and they vanish together at the origin alone. The quadratic part therefore grows as the square of the distance from the origin and overcomes the linear part. For g < −1, the line X = Y = t gives 2(1+g)t² → −∞. For g = −1 the same line gives (A′+C′)t, unbounded below when A′+C′ < 0. ∎

Positive self-terms alone are thus not enough: a strongly negative coupling needs sixth-order terms to stop the growth of P.

**5. Proof of the theorem**

*Pure states.* If C′ < 0, minimizing C′Y + Y² gives the c state Y = −C′/2, with energy −C′²/4. A small X then costs

∂f/∂X = A′ + 2gY = A′ − gC′

per unit X. Because X is proportional to the square of the in-plane polarization, this number is proportional to the stiffness of c against in-plane polarization, with a positive factor. So

c is locally stable if C′ < 0 and A′ > gC′,
aa is locally stable if A′ < 0 and C′ > gA′, (7)

the second line following by exchange of X and Y.

*Mixed state.* Setting both derivatives of (6) to zero gives

A′ + 2X + 2gY = 0, C′ + 2Y + 2gX = 0.

Subtracting g times the second from the first removes Y:

X = (gC′ − A′)/[2(1−g²)], Y = (gA′ − C′)/[2(1−g²)]. (8)

The matrix of second derivatives has rows (2, 2g) and (2g, 2). Its eigenvalues are 2(1+g), for X and Y growing together, and 2(1−g), for one growing at the expense of the other.

*Case −1 < g < 1.* Both eigenvalues are positive, so f is strictly convex and has a single minimum on the quadrant. A state that is stationary along its nonzero variables and has non-negative slope along its zero variables is that minimum. The plane of A′ and C′ therefore divides into

para: A′ ≥ 0 and C′ ≥ 0,
c: C′ < 0 and A′ ≥ gC′,
aa: A′ < 0 and C′ ≥ gA′,
r: A′ < gC′ and C′ < gA′.

The r region is not empty: at A′ = C′ = −a with a > 0 both of its conditions read −a < −ga, true for g < 1.

The c–r transition is continuous. For fixed X in the r region, the best Y is −(C′+2gX)/2, and inserting it in (6) gives

f = −C′²/4 + (A′−gC′)X + (1−g²)X². (9)

This is a Landau energy for X alone, with a positive second-order coefficient, so X grows from zero as A′−gC′ becomes negative. The r–aa line behaves in the same way. The para boundaries are continuous because the self-terms are positive. Four continuous lines meet at the origin.

*Case g > 1.* The eigenvalue 2(1−g) is negative, so the mixed state is a saddle. A minimum exists by Lemma 2 and must lie on an axis or at the origin. When A′ and C′ are both negative, the energies to compare are −A′²/4 and −C′²/4; they cross at

A′ = C′ < 0. (10)

There X jumps between 0 and a/2 while Y jumps the opposite way, so the line is first order. When only one of A′, C′ is negative, the corresponding pure phase is stable; when neither is, para is. The first-order line starts where the two para boundaries end. ∎

**6. Reading the threshold, and limiting cases**

On the line A′ = C′ = −a the two pure states have equal depth a²/4. By (8) the mixed state has X = Y = a/[2(1+g)]. At a stationary point the quadratic part is minus half the linear part, so f is half the linear part, −a²/[2(1+g)]. Relative to a pure state,

f_mixed − f_pure = (a²/4)(g−1)/(g+1). (11)

For g < 1 this is the energy gained by mixing. For g > 1 it is the barrier between c and aa along a path of uniform polarization. It changes sign at the threshold, where the cross-penalty G equals twice the geometric mean of the self-penalties.

At g = 0 the components are independent and r fills the quadrant A′, C′ < 0. For negative g it spreads beyond that quadrant: an out-of-plane polarization then induces an in-plane one even where A′ > 0. As g → −1 the r region tends to the half-plane A′+C′ < 0. As g → 1 from below, it closes onto the line A′ = C′ < 0.

At g = 1 the energy on that line is −a(X+Y) + (X+Y)², so every state with X+Y = a/2 has the same energy. The quartic theory cannot choose among them; higher orders must.

For g ≠ 1, x and y shrink in proportion to the distance from the multicritical point. The quartic energy then falls as the square of that distance and the sixth-order energy as its cube. The theorem describes the neighbourhood of the point; farther away sixth-order terms can change the sequence of phases.

**7. Lines in the misfit–temperature diagram**

Let a1 = α(T−θ) and τ = T−θ. Then

A = α(τ − k₁u), k₁ = Q₊/(αs₊),
C = α(τ − k₃u), k₃ = 2Q12/(αs₊).

The map from (u, τ) to (A, C) is linear with determinant of magnitude α²|k₁−k₃| = α|Q₋|/s₊. If Q11 ≠ Q12 it is invertible, so the topology carries over and every boundary is a straight line ending at u = 0, T = θ.

With p = G/(2D) and q = G/(2B), the conditions A′ = gC′ and C′ = gA′ become A = pC and C = qA. Solving each for u at τ < 0:

u_c = τ(1−p)/(k₁−pk₃), u_aa = τ(1−q)/(k₃−qk₁). (12)

Eliminating u gives τ = (k₁C − k₃A)/[α(k₁−k₃)]. If k₁ > 0 > k₃ and G > 0, as in both films below, A and C are both negative on the physical half of each line, which therefore lies at τ < 0. Under these conditions the strains (12) are the edges of the r phase for g < 1, and the strains at which metastable c and aa disappear for g > 1. The first-order line, from A√D = C√B, is

u* = τ(√D−√B)/(k₁√D−k₃√B). (13)

**8. Two films on either side of the threshold**

The following are rough round values in the regime of lead titanate: α = 4×10⁵ J m/(C² K), θ = 750 K, a11 = −0.5, Q11 = 0.09, Q12 = −0.03 and Q44 = 0.07 m⁴/C², s11 = 8, s12 = −3 and s44 = 9 in 10⁻¹² m²/N. Quartic coefficients are in 10⁸ J m⁵/C⁴ throughout. The free crystal has a negative a11, yet clamping gives D = −0.5 + 1.8 = 1.3. The slopes are k₁ = 300 and k₃ = −300 K per % strain.

Changing a12 alters both G and B. From (4), G = a12 − 3.6 and 4B = a12 + 8.92, so G² = 4BD reads

(a12 − 3.6)² = 1.3(a12 + 8.92).

The larger root, a12 = 8.34, is the threshold; the smaller, about 0.16, has G < 0 and marks g = −1. A numerical search that used the three-component energy with its elastic part, and not the reduced coefficients, also gave 8.34. It located the strain where c and aa are equally deep, then the a12 at which a state along (1, 1, √2) has that same depth. Condition (5) requires a12 < 9.37.

The threshold is sensitive to the inputs, because D is a small difference of larger terms. Changing Q12 from −0.03 to −0.026 alone lowers D to 0.85 and the threshold to a12 = 7.14. With a11 = −0.73 and s12 = −3 replaced by −2.5 as well, the threshold is 5.71, and a film with a12 = 7.0 is then bicritical. The two films below therefore illustrate the two cases; they do not predict which one lead titanate itself follows.

The two films differ in a12 alone and are compared at 720 K, τ = −30 K.

*Film 1, a12 = 7.0.* Here B = 3.98 and G = 3.40, below 2√(BD) = 4.55, so g = 0.747. With p = 3.40/2.60 = 1.308 and q = 3.40/7.96 = 0.427,

u_c = 30×0.308/(300×2.308) = 0.013 %,
u_aa = 30×0.573/(300×1.427) = 0.040 %.

The r phase occupies the 0.027 % between them. In the middle its in-plane polarization is 10.3 µC/cm² and P3 is 14.1 µC/cm². At u = 0.027 %, where c and aa are equally deep at 146 kJ/m³, (11) puts r lower by 146×0.253/1.747 = 21 kJ/m³.

*Film 2, a12 = 9.0.* Here B = 4.48 and G = 5.40, above 2√(BD) = 4.83, so g = 1.119. Equation (13) gives

u* = 30×(2.117−1.140)/[300×(1.140+2.117)] = 0.030 %.

Across this line P3 = 18.0 µC/cm² is replaced by an in-plane polarization of 13.2 µC/cm². The aa state survives down to 0.025 % and c up to 0.035 %. The barrier is 136×0.119/2.119 = 7.6 kJ/m³, for uniform rotation; nucleation and wall motion are outside this estimate.

**9. Effects left out, and real films**

*Sixth-order terms.* Add a111ΣP_i⁶ + a112[P1⁴(P2²+P3²)+P2⁴(P1²+P3²)+P3⁴(P1²+P2²)] + a123P1²P2²P3², with rough values 3, 6 and −40 in 10⁸ J m⁹/C⁶. At 720 K the r window of film 1 widens to 0.011–0.043 %, about a fifth wider. The metastable range of film 2 shrinks to 0.026–0.032 %, a little over half its quartic width. For these values the added terms favour mixing. They lower the uniform barrier of film 2 at 720 K from 7.6 to about 4 kJ/m³. On further cooling an r phase opens in film 2: at the strain where c and aa are equally deep, an r state lies lower by about 0.4 kJ/m³ at 690 K and 29 kJ/m³ at 650 K.

*Electrode screening.* Imperfect screening with effective length ℓ in a film of thickness h adds ½[ℓ/(ε₀h)]P3², which raises C by ℓ/(2ε₀h). For ℓ = 0.01 nm and h = 100 nm the para–c line drops by 14.1 K. The multicritical point stays on A = 0, so it moves by −14.1/600 = −0.024 % in strain and by −7.1 K. B, D and G are untouched, and so is the type of the point.

*Thermal mismatch and fluctuations.* An expansion mismatch of 3×10⁻⁶ K⁻¹ shifts u by 0.009 % over 30 K, a third of the r window of film 1. For fluctuations, take a gradient energy ½κ(∇P)² with κ = 10⁻¹⁰ J m³/C². The curvature of f along P3 in the c state is −4C, which gives a correlation length ξ = √(κ/4|C|) = 1.7 nm in film 2 at u*. The correlation k_BT e⁻¹/(4πκξ) at that distance is 5 % of P3². The in-plane components are softer, because c is close to its stability limit there: their stiffness, 2(A + Gy), is about nine times smaller than that of P3. Their correlation length is 5.2 nm, and at a distance of 1.7 nm each has a correlation of about 10 % of P3². In the aa state at the same strain the fluctuations are larger: at 1.7 nm, P3 and the in-plane component perpendicular to P each have a correlation of a little over 20 % of P². The in-plane one is soft because a12 = 9.0 is close to the limit 9.37 set by (5). These estimates ignore long-range dipolar forces, and they use the stiffness of a uniform change of P in the clamped film. At wavelengths shorter than the thickness the elastic clamping is different. For c the lowest stiffness changes little, but for the in-plane rotation of aa it turns negative (see below), so that estimate holds only for a film too thin to relax. At 30 K below θ mean field is thus a first description only; the ratios grow on approach to the multicritical point.

The strains of interest here are only a few hundredths of a percent, so small shifts of the diagram matter. A real film can also relax by dislocations or break into domains, against assumption (i). For the values used here this limit is severe. The stiffness of aa against uniform in-plane rotation is 2x[2a11 + Q₋²/s₋ − Q44²/(2s44) − a12]. A rotation modulated along [110] carries no charge, and at wavelengths shorter than the thickness it relaxes the term Q₋²/s₋. What remains is negative whenever a12 > 2a11 − Q44²/(2s44) = −3.7, as in both films. With the gradient energy above and a substrate with the elastic constants of the film, uniform aa at 720 K is unstable to such a modulation above a thickness of about 1–2 nm, also at u = 1 %. The r state in the middle of the window of film 1 is already unstable above about 14 nm. The uniform aa and r phases of this text therefore describe only very thin films, or films otherwise held single-domain; the domain patterns that replace them are not computed here. Of the effects that shift the single-domain diagram, and for the values chosen here, incomplete screening moves it most. At 720 K it takes the r window of film 1 from 0.013–0.040 % to a range from −0.013 % to 0.007 %, so the two ranges do not overlap. Placing a film in that window by choice of substrate would therefore require control of electrodes and thermal strain, and also a film thin enough to stay single-domain, where the screening shift, proportional to 1/h, is much larger than for 100 nm. The numerical output lists the values used.

Calculated quantities

```
alpha = 4.0e+05 J m/(C^2 K), theta = 750 K
free-crystal a11 = -0.50 e8 J m^5/C^4
Q11, Q12, Q44 = 0.09, -0.03, 0.07 m^4/C^2
s11, s12, s44 = 8, -3, 9 e-12 m^2/N
para-aa line slope dT/du = 300.0 K per % strain
para-c line slope dT/du = -300.0 K per % strain
critical a12, formula = 8.3367 e8 J m^5/C^4
critical a12, direct search = 8.3367 e8 J m^5/C^4
largest a12 for aa phase = 9.369 e8 J m^5/C^4
film 1: a12 = 7.0 e8 J m^5/C^4
film 1: B, D, G = 3.981, 1.300, 3.400 e8 J m^5/C^4
film 1: threshold 2 sqrt(BD) = 4.550 e8 J m^5/C^4
film 1: g = 0.7473 (dimensionless)
film 2: a12 = 9.0 e8 J m^5/C^4
film 2: B, D, G = 4.481, 1.300, 5.400 e8 J m^5/C^4
film 2: threshold 2 sqrt(BD) = 4.827 e8 J m^5/C^4
film 2: g = 1.1187 (dimensionless)
working temperature = 720 K, T - theta = -30 K
film 1: c-r edge at u = 0.0133 %
film 1: r-aa edge at u = 0.0401 %
film 1: r window width = 0.0268 %
film 1: window middle u = 0.0267 %
film 1: in-plane P there = 10.28 uC/cm^2
film 1: P3 there = 14.14 uC/cm^2
film 1: equal-depth strain u = 0.0273 %
film 1: pure-state depth there = 146.49 kJ/m^3
film 1: r minus pure energy there = -21.18 kJ/m^3
film 2: first-order c-aa line at u = 0.0300 %
film 2: aa metastable down to u = 0.0248 %
film 2: c metastable up to u = 0.0350 %
film 2: P3 of c at coexistence = 17.98 uC/cm^2
film 2: P of aa at coexistence = 13.19 uC/cm^2
film 2: pure-state depth = 135.75 kJ/m^3
film 2: uniform switching barrier = 7.61 kJ/m^3
sextic a111, a112, a123 = 3, 6, -40 e8 J m^9/C^6
film 1 with sextic: r from 0.0105 to 0.0427 %
film 2 with sextic: aa limit 0.0264, c limit 0.0322 %
screening length = 0.01 nm, film thickness = 100 nm
screening lowers para-c line by 14.1 K
multicritical point moves by -0.0235 % and -7.1 K
expansion mismatch = 3e-06 1/K
thermal strain drift over 30 K = 0.0090 %
gradient coefficient = 1e-10 J m^3/C^2
film 2: correlation length in c = 1.72 nm
film 2: fluctuation correlation at that length / P3^2 = 0.052
```
